# One- and Two-Projector Pseudopotentials for a Square Well with a Core

## Problem

An electron moves in s waves in the spherical well $V=-V_0$ for $r<a$, $V=0$ for $r>a$. In Hartree atomic units $V_0=3.2$ hartree and $a=2$ bohr. The well holds two s states: the lower is the core, the upper, at energy $E_1$, is the valence state.

Replace the well inside $r_c=3$ bohr by a norm-conserving separable potential without the core state,

(a) with one projector, made at $E_1$;

(b) with two projectors, made at $E_1$ and at the scattering energy $E_2=0.5$ hartree.

Take the local part as zero. For each potential find the energy window, starting at $E=0$, in which its phase shift agrees with that of the well within 0.01 rad. Phase shifts are compared modulo $\pi$, since a multiple of $\pi$ does not change the scattered wave.

## Hints

1. Work with $u(r)=r\psi(r)$ and $T=-\tfrac12 d^2/dr^2$. All that the outer region knows about the inner one is $L(E)=u'(r_c)/u(r_c)$.
2. Combine the radial equations at two energies to relate the change of $L$ to an overlap inside $r_c$. What does this imply for $dL/dE$?
3. For a chosen inner function $\varphi$, ask what $(E-T)\varphi$ must equal if $\varphi$ is to solve the new equation.
4. With two projectors the operator must be symmetric. Which overlap does that fix?
5. To scatter from a nonlocal potential, expand $u$ on $[0,r_c]$ and keep the boundary term of the partial integration.

## Solution

### The well

The regular solution inside is $u=-\sin qr$, with $q=\sqrt{2(E+V_0)}$; the sign is a convention. A bound state continues as $e^{-\kappa r}$ with $\kappa=\sqrt{-2E}$, so
$$q\cot qa=-\kappa .$$
Put $\theta=qa$ and $\theta_0=\sqrt{2V_0}\,a=5.06$. The condition becomes $\theta\cot\theta=-\sqrt{\theta_0^2-\theta^2}$. The left side is negative only for $\pi/2<\theta<\pi$ and for $3\pi/2<\theta\le\theta_0$. In each range it falls from zero while the right side rises, and they cross once. The two levels are $-2.354$ hartree (core) and $E_1=-0.15584$ hartree (valence). Only 0.065 % of the core density lies outside $r_c$.

For $E>0$ the outer wave is $\sin(kr+\delta)$ with $k=\sqrt{2E}$. Its logarithmic derivative is $k\cot(kr+\delta)$, hence
$$\tan(kr_c+\delta)=\frac{k\,u(r_c)}{u'(r_c)} .$$
For the well itself the same matching can be done at $a$: $\tan(ka+\delta)=(k/q)\tan qa$. At $E=0.1$ hartree, $k=0.4472$ and $q=2.5690$ give $\tan(ka+\delta)=-0.384$, so $\delta=-0.367-0.894+\pi=1.881$ rad.

### Why the norm matters

Let $u_E$ and $u_F$ solve the radial equation at energies $E$ and $F$, with a potential operator $\hat V$ that is symmetric and acts inside $r_c$. From $u''=2(\hat V-E)u$,
$$\frac{d}{dr}(u_Eu_F'-u_E'u_F)=2(E-F)u_Eu_F+2(u_E\hat Vu_F-u_F\hat Vu_E).$$
Integrate from 0 to $r_c$. The last bracket integrates to zero by symmetry, and both functions vanish at the origin:
$$\left[u_Eu_F'-u_E'u_F\right]_{r_c}=2(E-F)\int_0^{r_c}u_Eu_F\,dr. \tag{1}$$
Dividing by $u_E(r_c)u_F(r_c)$ turns the left side into $L(F)-L(E)$. Dividing by $F-E$ and letting $F\to E$,
$$\frac{dL}{dE}=-\frac{2N}{u(r_c)^2},\qquad N=\int_0^{r_c}u^2dr. \tag{2}$$
A pseudofunction with the value, slope and inner norm of $u$ therefore gives the correct $L$ and the correct $dL/dE$ at its reference energy. The error of $L$ then starts at second order in the distance from that energy.

### The pseudofunctions

The well functions supply these data:

- at $E_1$: $u_1(r_c)=0.55808$, $u_1'(r_c)=-0.31157$, $N_1=1.6167$ bohr;
- at $E_2$: $u_2(r_c)=-1.12016$, $u_2'(r_c)=-1.60623$, $N_2=1.4334$ bohr.

Equation (1) gives the mixed overlap:
$$S_{12}=\frac{(0.55808)(-1.60623)-(-0.31157)(-1.12016)}{2(-0.15584-0.5)}=0.9495\ \text{bohr}.$$

Expand $\varphi_i=\sum_n c_np_n$ in $p_n=\sqrt{(2l+1)/r_c}\,P_l(r/r_c)$ with $l=1,3,\dots,15$. These functions vanish at the origin and are orthonormal on $[0,r_c]$. Require

- the value and slope of $u_i$ at $r_c$;
- $\varphi_i''(r_c)=-2E_iu_i(r_c)$, as in the free region;
- $\langle\varphi_i|\varphi_i\rangle=N_i$, and for $\varphi_2$ also $\langle\varphi_1|\varphi_2\rangle=S_{12}$.

Brackets denote integrals from 0 to $r_c$. The remaining freedom is used to minimize $\int(\varphi''')^2dr$, a measure of roughness with matrix $K$. Let $c_0$ be the shortest coefficient vector obeying the linear conditions, and write $c=c_0+Zy$. The orthonormal columns of $Z$ span the directions that leave those conditions intact, chosen so that $Z^TKZ$ is diagonal with entries $\lambda_k$. As $c_0$ is orthogonal to $Z$, the norm condition reads $|y|^2=N-|c_0|^2$. With a multiplier $\mu$ for it and $b=Z^TKc_0$, stationarity gives $\lambda_ky_k+b_k=\mu y_k$, so
$$\sum_k\frac{b_k^2}{(\lambda_k-\mu)^2}=N-|c_0|^2 .$$
Below the smallest $\lambda_k$ the left side grows steadily from zero without limit (if the corresponding $b_k\neq0$), so a positive right side gives one root there. For this $\mu$ the function being minimized, with its multiplier term, is convex, so the root is the minimum.

The leading coefficients, in bohr$^{1/2}$, are $(1.1509,-0.5251,0.1266,-0.0154)$ for $\varphi_1$ and $(0.2811,-1.1506,0.1739,0.0157)$ for $\varphi_2$. Their scalar product is $0.3235+0.6042+0.0220-0.0002=0.9495$, as required.

### The projectors

For $\varphi_i$ to solve the new equation at $E_i$, the nonlocal potential must turn it into
$$\chi_i=(E_i-T)\varphi_i=E_i\varphi_i+\tfrac12\varphi_i'' ,$$
which vanishes at $r_c$ by the condition on $\varphi_i''$. Define $B_{ij}=\langle\varphi_i|\chi_j\rangle$ and
$$\hat V_{\rm NL}=\sum_{ij}|\chi_i\rangle(B^{-1})_{ij}\langle\chi_j| .$$
Since $\langle\chi_j|\varphi_k\rangle=B_{kj}$, a symmetric $B$ gives $\hat V_{\rm NL}\varphi_k=\sum_{ij}\chi_i(B^{-1})_{ij}B_{jk}=\chi_k$, as wanted. With one projector this is $|\chi_1\rangle\langle\chi_1|/B_{11}$.

To see when $B$ is symmetric, subtract its off-diagonal elements and integrate the derivatives:
$$B_{12}-B_{21}=(E_2-E_1)\langle\varphi_1|\varphi_2\rangle+\tfrac12\left[\varphi_1\varphi_2'-\varphi_1'\varphi_2\right]_{r_c}.$$
The boundary values are those of $u_1,u_2$, so by (1) the last term is $(E_1-E_2)S_{12}$. Thus
$$B_{12}-B_{21}=(E_2-E_1)\left(\langle\varphi_1|\varphi_2\rangle-S_{12}\right).$$
The mixed overlap must be conserved as well as the two norms. If that condition is dropped from the construction of $\varphi_2$, the overlap is off by $-0.01639$ bohr and the asymmetry is $0.65584\times(-0.01639)=-0.01075$ hartree bohr.

With the condition imposed, in hartree bohr,
$$B=\begin{pmatrix}-0.7518&-0.6717\\-0.6717&-0.4211\end{pmatrix},\qquad\text{eigenvalues }-1.278,\ 0.105 .$$
If $E_2\to E_1$, the norm and overlap conditions force $\varphi_2\to\varphi_1$, and $B$ becomes singular, so close references make its inversion ill-conditioned. The operator itself need not diverge: $\hat V_{\rm NL}$ is unchanged when the pairs $(\varphi_i,\chi_i)$ are replaced by independent linear combinations, for instance the second pair by its difference from the first divided by $E_2-E_1$.

### No spurious bound state

The matrix $B^{-1}$ has one negative eigenvalue, with eigenvector $v$. For any $\psi$ with $\sum_iv_i\langle\chi_i|\psi\rangle=0$, the nonlocal energy is not negative, and neither is the kinetic energy. Two bound states would span a plane of functions with negative energy. That plane would contain a function satisfying this single linear condition, which is a contradiction. Hence there is at most one bound state. It is the valence state, because $\varphi_1$ joined to its decaying tail solves the equation at $E_1$. The argument also covers one projector, as $B_{11}<0$.

### Phase shifts and windows

Multiply $(T+\hat V_{\rm NL}-E)u=0$ by $p_m$ and integrate over $[0,r_c]$. Partial integration gives
$$-\tfrac12\int_0^{r_c}p_mu''dr=\tfrac12\int_0^{r_c}p_m'u'dr-\tfrac12p_m(r_c)u'(r_c).$$
With $u=\sum_nd_np_n$ and $H_{mn}=\tfrac12\langle p_m'|p_n'\rangle+\langle p_m|\hat V_{\rm NL}|p_n\rangle$,
$$\sum_n(H_{mn}-E\delta_{mn})d_n=\tfrac12p_m(r_c)u'(r_c).$$
Let $H$ have eigenvalues $\varepsilon_n$ and eigenfunctions with edge values $w_n$. Solving for $d$ and evaluating $u$ at the edge,
$$\frac{u(r_c)}{u'(r_c)}=\frac12\sum_n\frac{w_n^2}{\varepsilon_n-E}.$$
Here the basis is enlarged to 20 functions. One diagonalization serves all energies, and the phase formula above gives $\delta$. The errors $\Delta\delta=\delta_{\rm pseudo}-\delta_{\rm well}$, in rad, are:

| $E$ (hartree) | one projector | two projectors |
|---|---|---|
| 0.02 | 0.0087 | 0.0001 |
| 0.05 | 0.0160 | 0.0002 |
| 0.20 | 0.0528 | 0.0003 |
| 0.50 | 0.1440 | 0.0000 |
| 1.00 | 0.3343 | 0.0039 |
| 1.50 | 0.5583 | 0.0257 |

Both errors vanish at threshold, where $ku/u'\to0$ in either problem. Solving $|\Delta\delta|=0.01$ gives the windows:

- **One projector:** $0<E<0.025$ hartree (0.68 eV).
- **Two projectors:** $0<E<1.216$ hartree (33.1 eV).

The second window is about 49 times as wide. With one projector, value and slope of $L$ are imposed at $E_1$ only; the second projector imposes both again at $E_2$. Between threshold and $E_2$ the largest error with two projectors is 0.0003 rad, against 0.144 rad for one projector. The gain does not depend on $E_2$ lying in the scattering range: the same construction with the second reference only 0.001 hartree above $E_1$ already gives a window up to 0.66 hartree, and moving it to 0.5 hartree extends this to 1.216 hartree.

These widths belong to this choice of $r_c$, $E_2$, local potential and pseudofunctions. In the numerical check, levels computed in a large box provide a separate check of the phase shifts and of the absence of extra bound states.

## Variation 1: one projector, made at $E_2$

*Is the gain due to the better-placed reference energy alone?*

Build $\varphi_2$ without the mixed condition and use it as the only projector. The error is now below 0.01 rad for $0.3504<E<0.6515$ hartree, and in a sliver below 0.0005 hartree next to threshold. The bound level falls at $-0.403$ hartree instead of $-0.156$ hartree. Moving the reference moves the region of agreement and loses the valence level. Two projectors keep the level and cover both regions.

## Variation 2: a norm that is 10 % too small

*Keep one projector at $E_1$, but give $\varphi_1$ the norm $0.9N_1$. What happens to $L$ and to the window?*

The value and slope at $r_c$ are unchanged, so the bound level stays at $E_1$. By (2), the slope of $L$ is wrong by
$$\frac{2(N_1-0.9N_1)}{u_1(r_c)^2}=\frac{0.2\times1.6167}{0.55808^2}=1.038\ \text{(hartree bohr)}^{-1},$$
and the error near $E_1$ is now linear instead of quadratic.

Yet the window grows, from 0.025 to 0.216 hartree. Norm conservation guarantees the order of contact at $E_1$; it does not guarantee the widest window at a finite distance from $E_1$.

The linear term cannot be extrapolated across the window to explain this. For the well, $\delta=2.537$ rad at $E=0.02$ hartree and $2.213$ rad at $E=0.05$ hartree, so $kr_c+\delta=0.600+2.537=3.137<\pi$ and $0.949+2.213=3.162>\pi$. Between these energies $u(r_c)$ vanishes and $L$ has a pole, so an expansion of $L$ about $E_1$ does not reach beyond it. The wider window is a computed result for this example; its cause is not established here.

## Values computed for the example and the checks

```
well depth V0 = 3.2 hartree, radius a = 2.0 bohr, r_c = 3.0 bohr
core level = -2.353995 hartree
valence level E1 = -0.155842 hartree; second reference E2 = 0.5 hartree
share of core density outside r_c = 0.065 %
at E1: u(r_c) = 0.55808, u'(r_c) = -0.31157 (u = -sin qr in well)
at E2: u(r_c) = -1.12016, u'(r_c) = -1.60623 (u = -sin qr in well)
inner overlaps: N1 = 1.61666, N2 = 1.43342, S12 = 0.94948 bohr
phi1 coefficients, Legendre degrees 1,3,..,15 (bohr^0.5):
  1.15093 -0.52512 0.12663 -0.01539 0.00050 -0.00002 0.00000 -0.00000
phi2 coefficients, same basis (bohr^0.5):
  0.28107 -1.15061 0.17391 0.01570 -0.00460 -0.00009 0.00002 -0.00000
B11 = -0.75177, B12 = -0.67169, B21 = -0.67169, B22 = -0.42106 hartree bohr
eigenvalues of B = -1.27816, 0.10532 hartree bohr
without mixed condition: overlap defect = -0.01639 bohr, B12-B21 = -0.01075 hartree bohr
one projector at E1: error of L grows by 4.020 when the offset doubles
two projectors at E1: error of L grows by 4.012 when the offset doubles
two projectors at E2: error of L grows by 4.000 when the offset doubles
norm 10 % too small: slope error of L = 1.0381, predicted 1.0381 1/(hartree bohr)
one-projector bound states in box: 1, lowest level -0.155842 hartree
two-projector bound states in box: 1, lowest level -0.155842 hartree
E (hartree) | delta all-electron mod pi | error one | error two (rad)
  0.02 | 2.53703 | +0.008708 | +0.000120
  0.05 | 2.21341 | +0.015959 | +0.000190
  0.10 | 1.88060 | +0.027618 | +0.000255
  0.20 | 1.46147 | +0.052806 | +0.000264
  0.30 | 1.17144 | +0.080806 | +0.000173
  0.50 | 0.75056 | +0.143978 | +0.000000
  0.75 | 0.36487 | +0.234006 | +0.000698
  1.00 | 0.06052 | +0.334300 | +0.003854
  1.50 | 2.73316 | +0.558319 | +0.025708
  2.00 | 2.38711 | +0.794969 | +0.091515
  3.00 | 1.96795 | +1.173728 | +0.607655
largest error for 0 < E < E2: one 0.14398, two 0.000276 rad
all intervals below 0.01 rad, scanned to 4.0 hartree:
  one projector at E1: 0.0000 to 0.0250 hartree
  two projectors: 0.0000 to 1.2162 hartree
  one projector at E2: 0.0000 to 0.0005, 0.3504 to 0.6515 hartree
  one at E1, norm 10 % too small: 0.0000 to 0.2163 hartree
one projector at E2: lowest box level = -0.402805 hartree
window from threshold, one projector: 0 to 0.0250 hartree = 0.681 eV
window from threshold, two projectors: 0 to 1.2162 hartree = 33.10 eV
ratio of the two windows = 48.6
```
